**Order c^-2 energy of the electron gas: Dirac spinors and a correlated two-electron cell**

The program tests the energy per electron c^-2 { −⟨p⁴⟩/8 + (πn/2)[1 + g(0)] − (1/π)∫dk [S_T(k) − (2/3)⟨p²⟩] } of an unpolarized homogeneous gas. Here n is the density, p the electron momentum, g(0) the pair function at contact, S_T the transverse current structure factor per electron and c the speed of light, in atomic units. It asserts that the kinetic and exchange energies of a Fermi sea of explicit Dirac spinors agree with the determinant limit, and that the separate terms hold for a correlated two-electron state built from such spinors. Further assertions cover the orbit-orbit energy in real space against its k integral, the contact part missed by a pointwise p⁴ estimator, the cusp tail of the wave function and the convergence of the basis. For r_s = 1 angstrom the determinant of the infinite gas gives 1.59 × 10⁻⁴ eV per electron. In the two-electron periodic cell, correlation lowers the energy of order c^-2 at all three densities, mostly through the smaller g(0). The cell shows how each term responds to correlation and is not an estimate for the infinite correlated gas.

## Numerical check

```python
"""Order c^-2 energy per electron of an unpolarized homogeneous electron gas:
  dE/N = c^-2 { -<p^4>/8 + (pi n/2)(1 + g0)
                - (1/pi) int dk [S_T(k) - (2/3)<p^2>] }
n: density, g0: pair function at contact (1/2 for a determinant),
S_T: transverse current structure factor per electron, p: electron momentum.
Hartree atomic units inside; printed numbers in eV and angstrom.
Tests use explicit Dirac spinors, a diagonalized two-electron periodic cell
(relative wave function phi, volume L^3) and real-space integrals.
In the cell the zero wave vector of the Coulomb and orbit-orbit interaction
is absent, so the constant 1 in the contact term becomes (N-1)/N = 1/2.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import spherical_jn

pi = np.pi
c_light = 1 / const.fine_structure
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] * 1e10

sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
alpha = np.zeros((3, 4, 4), dtype=complex)
alpha[:, :2, 2:] = sigma
alpha[:, 2:, :2] = sigma
unit = np.eye(4, dtype=complex)[None]


def gauss(a, b, m):
    x, w = np.polynomial.legendre.leggauss(m)
    return a + (b - a) * (x + 1) / 2, w * (b - a) / 2


def spinors(p, c):
    """Positive-energy free Dirac spinors, shape (points, 4, 2)."""
    energy = c * np.sqrt(c**2 + (p**2).sum(1))
    u = np.zeros((len(p), 4, 2), dtype=complex)
    u[:, :2] = np.eye(2)
    u[:, 2:] = (np.einsum("pi,iab->pab", p, sigma)
                * (c / (energy + c**2))[:, None, None])
    return u * np.sqrt((energy + c**2) / (2 * energy))[:, None, None]


def kinetic_shift(p2, c):
    """Relativistic minus nonrelativistic kinetic energy, no cancellation."""
    return p2 / (1 + np.sqrt(1 + p2 / c**2)) - p2 / 2


# ---------- Fermi sea of Dirac spinors against the determinant limit --------
rs_main = 1.0 / bohr
n_gas = 3 / (4 * pi * rs_main**3)
kF = (3 * pi**2 * n_gas)**(1 / 3)
sea_mass = -3 * kF**4 / (56 * c_light**2)
sea_darwin = pi * n_gas / 4 / c_light**2
sea_spin = pi * n_gas / 2 / c_light**2
sea_orbit = kF**3 / (4 * pi) / c_light**2

p_nodes, p_weights = gauss(0, kF, 30)
dirac_kinetic = (3 / kF**3 * p_weights * p_nodes**2
                 * kinetic_shift(p_nodes**2, c_light)).sum()

points_p, points_q, weights = [], [], []
for k, wk in zip(*gauss(0, 2 * kF, 10)):
    for z, wz in zip(*gauss(0, kF - k / 2, 10)):
        for s, ws in zip(*gauss(0, kF**2 - (z + k / 2)**2, 8)):
            points_p.append([np.sqrt(s), 0, z + k / 2])
            points_q.append([np.sqrt(s), 0, z - k / 2])
            weights.append(wk * wz * ws / 2)
weights = (np.array(weights) * 2 * 2 * pi * 16 * pi**2
           / (2 * pi)**6 / (2 * n_gas))
up = spinors(np.array(points_p), c_light)
uq = spinors(np.array(points_q), c_light)
overlap = np.einsum("pia,pib->pab", up.conj(), uq)
charge_trace = (abs(overlap)**2).sum((1, 2))
current = np.einsum("pia,xij,pjb->pxab", up.conj(), alpha[:2], uq)
current_trace = (abs(current)**2).sum((1, 2, 3))
dirac_coulomb = -(weights * (charge_trace - 2)).sum()
dirac_transverse = (weights * current_trace).sum()
assert abs(dirac_kinetic / sea_mass - 1) < 1e-3
assert abs(dirac_coulomb / sea_darwin - 1) < 1e-3
assert abs(dirac_transverse / (sea_spin + sea_orbit) - 1) < 1e-3


# ---------- two-electron periodic cell -------------------------------------
class CellBasis:
    """Fully symmetric combinations of plane waves in a cubic cell."""

    def __init__(self, cut):
        self.cut = cut
        r = np.arange(-cut, cut + 1)
        g = np.array(np.meshgrid(r, r, r, indexing="ij")).reshape(3, -1).T
        g = g[(g**2).sum(1) <= cut**2]
        reps, member, size = np.unique(np.sort(abs(g), axis=1), axis=0,
                                       return_inverse=True,
                                       return_counts=True)
        self.g, self.reps, self.size = g, reps, size
        self.member = np.asarray(member).ravel()
        g2 = (g**2).sum(1).astype(float)
        m = len(reps)
        self.coulomb = np.zeros((m, m))
        self.orbit = np.zeros((m, m))
        for i, rep in enumerate(reps):
            dot = (g @ rep).astype(float)
            rep2 = float(rep @ rep)
            dist2 = rep2 + g2 - 2 * dot
            dist2[dist2 == 0] = np.inf
            scale = np.sqrt(size[i] / size)
            self.coulomb[i] = scale * np.bincount(
                self.member, 1 / dist2, minlength=m)
            self.orbit[i] = scale * np.bincount(
                self.member, (rep2 * g2 - dot**2) / dist2**2, minlength=m)


def solve_cell(basis, rs):
    """Ground state; raw and cusp-corrected contact density and <p^4>."""
    L = (8 * pi / 3)**(1 / 3) * rs
    b, vol = 2 * pi / L, L**3
    k2 = b**2 * (basis.reps**2).sum(1)
    H = np.diag(k2) + 4 * pi / (b**2 * vol) * basis.coulomb
    coef = eigh((H + H.T) / 2, subset_by_index=[0, 0])[1][:, 0]
    coef = coef * np.sign(coef[0])
    contact = (coef @ np.sqrt(basis.size))**2 / vol
    p4 = coef**2 @ k2**2
    K = b * basis.cut
    contact_full = contact * (1 - 2 / (pi * K))**2
    return dict(L=L, vol=vol, k2=k2, K=K, coef=coef, contact_raw=contact,
                p4_raw=p4, contact=contact_full,
                p4=p4 + 8 * contact_full / K,
                orbit=4 * pi / vol * (coef @ basis.orbit @ coef),
                g0=vol * contact_full / 2)


# Correlated state with explicit two-electron Dirac spinors, large test c.
small = CellBasis(3)
state = solve_cell(small, rs_main)
phi = (state["coef"] / np.sqrt(small.size))[small.member]
momenta = 2 * pi / state["L"] * small.g
c_test = 2000.0
u_plus, u_minus = spinors(momenta, c_test), spinors(-momenta, c_test)
eps = np.array([[0, 1], [-1, 0]])


def singlet_elements(vertices):
    first = np.einsum("pia,xij,qjb->xpqab", u_plus.conj(), vertices, u_plus,
                      optimize=True)
    second = np.einsum("pia,xij,qjb->xpqab", u_minus.conj(), vertices,
                       u_minus, optimize=True)
    second = np.einsum("cd,xpqdb,ab->xpqca", eps, second, eps, optimize=True)
    return 0.5 * np.einsum("xpqca,ypqca->pqxy", first, second)


transfer = momenta[:, None] - momenta[None]
q2 = (transfer**2).sum(2)
q2[q2 < 1e-12] = np.inf
pair_weight = phi[:, None] * phi[None] * 4 * pi / (state["vol"] * q2)
projector = (np.eye(3) - transfer[..., :, None] * transfer[..., None, :]
             / q2[..., None, None])
spinor_kin = 2 * (phi**2 * kinetic_shift((momenta**2).sum(1), c_test)).sum()
spinor_coul = (pair_weight
               * (singlet_elements(unit)[..., 0, 0].real - 1)).sum()
spinor_trans = -(pair_weight * np.einsum(
    "pqxy,pqxy->pq", projector, singlet_elements(alpha)).real).sum()
contact_nonzero_q = state["contact_raw"] - 1 / state["vol"]
pairs = [(spinor_kin * c_test**2, -state["p4_raw"] / 4),
         (spinor_coul * c_test**2, -pi * contact_nonzero_q),
         (spinor_trans * c_test**2,
          2 * pi * contact_nonzero_q + state["orbit"])]
spinor_errors = [abs(a / b - 1) for a, b in pairs]
assert max(spinor_errors) < 1e-3

# ---------- real-space orbit-orbit energy against its k integral -----------
# Isolated pair with p1 = -p2 and a cusp: f(r) = (1 + r/2) exp(-r^2).
r, wr = gauss(0, 5, 600)
slope2 = ((0.5 - 2 * r - r**2) * np.exp(-r**2))**2
real_space = (wr * 4 * pi * r * slope2).sum()
k_grid, wk_grid = gauss(0, 100, 500)
x = k_grid[:, None] * r[None]
transverse = (4 * spherical_jn(1, x) / x) @ (wr * 2 * pi * r**2 * slope2)
k_space = 2 / pi * (wk_grid * transverse).sum()
assert abs(k_space / real_space - 1) < 2e-4

# ---------- pointwise p^4 estimator misses a contact part ------------------
R = sp.symbols("R", positive=True)
f = (1 + R / 2) * sp.exp(-R**2)


def laplacian(h):
    return sp.expand(sp.diff(h, R, 2) + 2 * sp.diff(h, R) / R)


lap = laplacian(f)
square = sp.lambdify(R, sp.expand(4 * sp.pi * R**2 * lap**2), "numpy")
pointwise = sp.lambdify(R, sp.expand(4 * sp.pi * R**2 * f * laplacian(lap)),
                        "numpy")
p4_square = quad(square, 0, 7)[0]
p4_pointwise = quad(pointwise, 0, 7)[0]
missing = (p4_square - p4_pointwise) / (4 * pi)
assert abs(missing + 1) < 1e-6

# ---------- converged cells, cusp tail and printed example -----------------
large, medium = CellBasis(22), CellBasis(15)
rs_list = [0.5, 1.0, 2.0]
cells = [solve_cell(large, a / bohr) for a in rs_list]
checks = [solve_cell(medium, a / bohr) for a in rs_list]
g0_change = max(abs(a["g0"] / b["g0"] - 1) for a, b in zip(cells, checks))
p4_change = max(abs(a["p4"] / b["p4"] - 1) for a, b in zip(cells, checks))
orbit_change = max(abs(a["orbit"] / b["orbit"] - 1)
                   for a, b in zip(cells, checks))
assert max(g0_change, p4_change, orbit_change) < 0.02

main = cells[1]
k_abs = np.sqrt(main["k2"])
window = (k_abs > 0.4 * main["K"]) & (k_abs < 0.6 * main["K"])
phi_k = main["coef"] / np.sqrt(large.size)
tail = -phi_k * k_abs**4 * np.sqrt(main["vol"]) / (
    4 * pi * np.sqrt(main["contact"]))
tail_ratio = np.average(tail[window], weights=large.size[window])
assert abs(tail_ratio - 1) < 0.05

print(f"speed of light: {c_light:.4f} atomic units")
print("INFINITE GAS, DETERMINANT, r_s = 1 angstrom")
print(f"density: {n_gas / bohr**3:.5f} angstrom^-3")
print(f"Fermi wave number: {kF / bohr:.4f} angstrom^-1")
print(f"k_F/c (atomic units): {kF / c_light:.5f}")
print(f"<p^4>/m^2: {3 * kF**4 / 7 * hartree**2:.3f} eV^2")
for name, value in [("mass-velocity", sea_mass), ("Darwin", sea_darwin),
                    ("spin contact", sea_spin), ("orbit-orbit", sea_orbit),
                    ("total", sea_mass + sea_darwin + sea_spin + sea_orbit)]:
    print(f"{name}: {value * hartree:.4e} eV per electron")
print(f"Dirac sea, kinetic: {dirac_kinetic * hartree:.4e} eV")
print(f"Dirac sea, Coulomb exchange: {dirac_coulomb * hartree:.4e} eV")
print(f"Dirac sea, transverse: {dirac_transverse * hartree:.4e} eV")
print("TWO-ELECTRON CELL, energies per electron")
for a, cell in zip(rs_list, cells):
    n = 2 / cell["vol"]
    mass = -cell["p4"] / 8 / c_light**2
    contact = pi * n / 2 * (0.5 + cell["g0"]) / c_light**2
    orbit = cell["orbit"] / 2 / c_light**2
    total = mass + contact + orbit
    determinant = pi * n / 2 / c_light**2
    print(f"r_s = {a} angstrom, cell edge {cell['L'] * bohr:.4f} angstrom")
    print(f"  g(0): {cell['g0']:.3f}")
    print(f"  <p^4>/m^2: {cell['p4'] * hartree**2:.3g} eV^2")
    print(f"  mass-velocity: {mass * hartree:.2e} eV")
    print(f"  contact (Darwin + spin): {contact * hartree:.2e} eV")
    print(f"  orbit-orbit: {orbit * hartree:.2e} eV")
    print(f"  total: {total * hartree:.2e} eV")
    print(f"  determinant total: {determinant * hartree:.2e} eV")
    print(f"  correlation part: {(total - determinant) * hartree:.2e} eV")
print("TESTS")
print(f"largest spinor-formula deviation: {max(spinor_errors):.1e}")
print(f"orbit-orbit k space / real space: {k_space / real_space:.6f}")
print(f"p^4 contact part / (4 pi f(0)^2): {missing:.6f}")
print(f"cusp tail ratio, r_s = 1 angstrom: {tail_ratio:.3f}")
print(f"basis change of g(0): {100 * g0_change:.2f} percent")
print(f"basis change of <p^4>: {100 * p4_change:.2f} percent")
print(f"basis change of orbit-orbit: {100 * orbit_change:.2f} percent")
print("tests ok")
```

Output:

```
speed of light: 137.0360 atomic units
INFINITE GAS, DETERMINANT, r_s = 1 angstrom
density: 0.23873 angstrom^-3
Fermi wave number: 1.9192 angstrom^-1
k_F/c (atomic units): 0.00741
<p^4>/m^2: 337.577 eV^2
mass-velocity: -8.2578e-05 eV per electron
Darwin: 4.0261e-05 eV per electron
spin contact: 8.0522e-05 eV per electron
orbit-orbit: 1.2078e-04 eV per electron
total: 1.5899e-04 eV per electron
Dirac sea, kinetic: -8.2576e-05 eV
Dirac sea, Coulomb exchange: 4.0260e-05 eV
Dirac sea, transverse: 2.0130e-04 eV
TWO-ELECTRON CELL, energies per electron
r_s = 0.5 angstrom, cell edge 1.0155 angstrom
  g(0): 0.304
  <p^4>/m^2: 249 eV^2
  mass-velocity: -6.10e-05 eV
  contact (Darwin + spin): 5.18e-04 eV
  orbit-orbit: 1.29e-05 eV
  total: 4.70e-04 eV
  determinant total: 6.44e-04 eV
  correlation part: -1.74e-04 eV
r_s = 1.0 angstrom, cell edge 2.0310 angstrom
  g(0): 0.190
  <p^4>/m^2: 47.8 eV^2
  mass-velocity: -1.17e-05 eV
  contact (Darwin + spin): 5.55e-05 eV
  orbit-orbit: 4.89e-06 eV
  total: 4.87e-05 eV
  determinant total: 8.05e-05 eV
  correlation part: -3.18e-05 eV
r_s = 2.0 angstrom, cell edge 4.0620 angstrom
  g(0): 0.078
  <p^4>/m^2: 7.7 eV^2
  mass-velocity: -1.88e-06 eV
  contact (Darwin + spin): 5.82e-06 eV
  orbit-orbit: 1.50e-06 eV
  total: 5.44e-06 eV
  determinant total: 1.01e-05 eV
  correlation part: -4.63e-06 eV
TESTS
largest spinor-formula deviation: 1.0e-06
orbit-orbit k space / real space: 0.999968
p^4 contact part / (4 pi f(0)^2): -1.000000
cusp tail ratio, r_s = 1 angstrom: 1.004
basis change of g(0): 0.37 percent
basis change of <p^4>: 0.03 percent
basis change of orbit-orbit: 0.44 percent
tests ok
```
